# Hyperferroelectric condition: lattice polarisation at zero displacement field

Two model ferroelectric films share the same Born charge, electronic dielectric constant, cell volume and quartic stiffness. They differ in one number, the wavenumber of their unstable transverse optical (TO) mode: i60 cm⁻¹ in the first and i130 cm⁻¹ in the second, where the prefix i marks a negative squared frequency. Between short-circuited electrodes both are polar, with 13 and 29 µC/cm². If the polarisation is uniform and no free charge reaches the surfaces, the first has none left and the second keeps a lattice polarisation of 18 µC/cm². The dividing value is i100 cm⁻¹, and the theorem below says where it comes from.

## Setting and assumptions

The derivation uses Gaussian units. For SI, replace $4\pi/\epsilon_\infty$ by $1/(\varepsilon_0\epsilon_\infty)$ and $2\pi P^2/\epsilon_\infty$ by $P^2/(2\varepsilon_0\epsilon_\infty)$; in the static dielectric constant $\epsilon_s$ below, replace $4\pi$ by $1/\varepsilon_0$.

**A1.** The reference crystal is centrosymmetric and insulating, and stays insulating when polarised.

**A2.** The polarisation is uniform and lies along a fixed axis $z$, the normal of a wide film. Domains and rotation are excluded.

**A3.** $P$ is the *lattice* polarisation, that is, the polarisation produced by ionic displacements at zero macroscopic field. For one polar mode with relative displacement $u$, Born charge $Z^*e$ and cell volume $\Omega$, $P=Z^*eu/\Omega$.

**A4.** At zero field the energy per volume is
$$f(P)=\tfrac12aP^2+\tfrac14bP^4,\qquad b>0,$$
and the clamped-ion dielectric constant $\epsilon_\infty>0$ does not depend on $P$.

This is a mean-field description: the coefficients are given numbers and fluctuations are not treated.

**Theorem.** Let $a_{LO}=a+4\pi/\epsilon_\infty$. Under A1–A4 these statements are equivalent:

1. the energy at $D=0$ has its minimum at $P\neq0$;
2. $a_{LO}<0$, that is, $a<0$ and $\epsilon_\infty|a|>4\pi$;
3. the longitudinal optical (LO) mode of the reference crystal is unstable, $\omega_{LO}^2<0$.

When they hold, $P^2=-a_{LO}/b$, and the energy lies $a_{LO}^2/4b$ below that of the reference.

## Lemma 1: the energy at fixed D

**Lemma 1.** At fixed $D$ the energy per volume is
$$U(P,D)=f(P)+\frac{(D-4\pi P)^2}{8\pi\epsilon_\infty},\qquad U(P,0)=f(P)+\frac{2\pi P^2}{\epsilon_\infty}.$$

*Proof.* At fixed field $E$ the relevant function is the electric enthalpy. The lattice polarisation contributes $-EP$. The electrons respond with a polarisation $(\epsilon_\infty-1)E/4\pi$, which contributes $-(\epsilon_\infty-1)E^2/8\pi$. The field itself contributes $-E^2/8\pi$. Together,
$$F(P,E)=f(P)-EP-\frac{\epsilon_\infty E^2}{8\pi}.$$
Its derivative gives the displacement field,
$$D=-4\pi\frac{\partial F}{\partial E}=\epsilon_\infty E+4\pi P .$$
To hold $D$ fixed instead of $E$, add $ED/4\pi$ and express $E$ through $D$, namely $E=(D-4\pi P)/\epsilon_\infty$. Then
$$U=f+\frac{E(D-4\pi P)}{4\pi}-\frac{\epsilon_\infty E^2}{8\pi}
=f+\frac{\epsilon_\infty E^2}{4\pi}-\frac{\epsilon_\infty E^2}{8\pi}
=f+\frac{\epsilon_\infty E^2}{8\pi}.$$
Inserting $E$ gives the first formula. At $D=0$ the numerator is $16\pi^2P^2$, which gives the second. ∎

A wide film in no external field and without free surface charge has $D=0$, because the normal component of $D$ is continuous and vanishes outside. No source does work on it, so $U(P,0)$ is the function to minimise.

**Remark (what persists).** At $D=0$ the field is $E=-4\pi P/\epsilon_\infty$. Since $D=E+4\pi P_{tot}$, the total polarisation is
$$P_{tot}=-\frac{E}{4\pi}=\frac{P}{\epsilon_\infty}.$$
The ions stay displaced, while the electrons cancel most of the dipole. For the second film 18.17 µC/cm² of lattice polarisation leaves a total of 0.551 µC/cm².

**Remark (microscopic test).** The depolarisation term can be tested without assuming a macroscopic field. Take 41 layers of a simple cubic lattice. Every site carries a unit lattice dipole and an electronic polarisability of 0.18 cell volumes, and all dipoles interact through explicit lattice sums. After the electronic dipoles relax, the energy curvature at the central layer is larger for normal than for in-plane lattice dipoles by 20.3668, in units of inverse cell volume. Lemma 1 predicts $4\pi Z^2/\epsilon_\infty$. Here $Z$ is the total dipole per unit lattice dipole in the in-plane, zero-field case, and $\epsilon_\infty=10.194$ follows from the response of the slab to an external normal field. The prediction is also 20.3668. Local fields therefore enter through $Z$ and $\epsilon_\infty$, and need no further term in this model.

## Lemma 2: the longitudinal frequency

**Lemma 2.** For one polar mode of reduced mass $\mu$,
$$\omega_{TO}^2=\frac{Z^{*2}e^2}{\mu\Omega}\,a,\qquad
\omega_{LO}^2=\frac{Z^{*2}e^2}{\mu\Omega}\,a_{LO}
=\omega_{TO}^2+\frac{4\pi Z^{*2}e^2}{\mu\Omega\epsilon_\infty}.$$

*Proof.* Consider a wave of small wavevector $\mathbf k$, with retardation neglected. Because $\nabla\times\mathbf E=0$, the field is parallel to $\mathbf k$, so a transverse mode feels none, and its energy is $f$. Without free charge $\nabla\cdot\mathbf D=0$, so $\mathbf k\cdot\mathbf D=0$. In a longitudinal mode $D$ is parallel to $\mathbf k$ and must vanish, so its energy is $U(P,0)$.

The quadratic energy per cell of the transverse mode is
$$\Omega\,\tfrac12a\left(\frac{Z^*eu}{\Omega}\right)^2=\tfrac12\,\frac{aZ^{*2}e^2}{\Omega}\,u^2 .$$
Setting this equal to $\tfrac12\mu\omega_{TO}^2u^2$ gives the first formula. For the longitudinal mode the coefficient of $P^2/2$ in $U(P,0)$ is $a+4\pi/\epsilon_\infty=a_{LO}$, which gives the second. ∎

## Proof of the theorem

By Lemma 1,
$$U(P,0)=\tfrac12a_{LO}P^2+\tfrac14bP^4 .$$
If $a_{LO}\ge0$, both terms are non-negative and vanish together only at $P=0$, so the minimum is non-polar. If $a_{LO}<0$, complete the square:
$$U(P,0)=\frac b4\left(P^2+\frac{a_{LO}}b\right)^2-\frac{a_{LO}^2}{4b}.$$
The bracket vanishes at $P^2=-a_{LO}/b>0$, which gives the minimum and its depth. Hence 1 and 2 are equivalent. The factor $Z^{*2}e^2/\mu\Omega$ in Lemma 2 is positive, so $\omega_{LO}^2$ and $a_{LO}$ have the same sign, and 2 and 3 are equivalent. ∎

**Limiting cases.** At $E=0$ the minimum is at $P_E^2=-a/b$. When both states are polar,
$$\frac{P_D}{P_E}=\sqrt{\frac{a_{LO}}{a}}=\sqrt{1-\frac{4\pi}{\epsilon_\infty|a|}}=\frac{|\omega_{LO}|}{|\omega_{TO}|}.$$
For $\epsilon_\infty\to\infty$ at fixed $a$ and $b$, the electrons screen the depolarising field completely and the ratio tends to one. At $\epsilon_\infty|a|=4\pi$ it falls to zero as a square root. Below that value the film is an ordinary ferroelectric: polar at $E=0$, non-polar at $D=0$.

## Several polar modes

Let $\mathbf u$ collect the mode displacements along $z$, with invertible force-constant matrix $K$ and effective charges $\mathbf z$ (including $e$), so that $P=\mathbf z\cdot\mathbf u/\Omega$. The depolarisation energy per cell is $\Omega\,2\pi P^2/\epsilon_\infty=2\pi(\mathbf z\cdot\mathbf u)^2/(\Omega\epsilon_\infty)$, so the longitudinal matrix is
$$K_{LO}=K+s\,\mathbf z\mathbf z^T,\qquad s=\frac{4\pi}{\Omega\epsilon_\infty}.$$
In a field, $K\mathbf u=\mathbf zE$. This defines the static dielectric constant of the reference,
$$\epsilon_s=\epsilon_\infty+\frac{4\pi}{\Omega}\mathbf z^TK^{-1}\mathbf z .$$
It is a formal quantity when the reference is unstable.

**Proposition.** If $K$ has exactly one negative eigenvalue, an LO mode is unstable if and only if $\epsilon_s>0$. If $K$ has two or more, an LO mode is always unstable.

*Proof.* Write $K_{LO}=K(I+s\,\mathbf w\mathbf z^T)$ with $\mathbf w=K^{-1}\mathbf z$. The matrix in brackets leaves vectors orthogonal to $\mathbf z$ unchanged and multiplies $\mathbf w$ by $1+s\,\mathbf z\cdot\mathbf w$. Its determinant is this factor (by continuity also when $\mathbf z\cdot\mathbf w=0$), so
$$\frac{\det K_{LO}}{\det K}=1+s\,\mathbf z^TK^{-1}\mathbf z=\frac{\epsilon_s}{\epsilon_\infty}.$$
Suppose $K$ has one negative eigenvalue, so $\det K<0$. On the subspace orthogonal to its eigenvector $K$ is positive, and so is $K_{LO}$, since the added term is non-negative. Thus $K_{LO}$ has at most one negative eigenvalue, and it has one precisely when $\det K_{LO}<0$, that is, $\epsilon_s>0$.

Now suppose $K$ has two. The plane spanned by their eigenvectors contains a nonzero vector $\mathbf v$ with $\mathbf z\cdot\mathbf v=0$. Then $\mathbf v^TK_{LO}\mathbf v=\mathbf v^TK\mathbf v<0$. Masses rescale the displacements and do not change the number of negative eigenvalues. ∎

In 2000 random three-mode crystals with $\epsilon_\infty=10$ and one unstable TO mode, 1669 had an unstable LO mode and 331 did not; the sign of $\epsilon_s$ was right in every case.

With one mode, $\epsilon_s=\epsilon_\infty+4\pi/a$, and the criterion reduces to the theorem. With several, an unstable LO mode shows that the reference is not the minimum at $D=0$. The size of the net $P$ at the minimum then depends on the anharmonic terms, and it is zero only if the contributions of the modes happen to cancel.

## Where the equivalence or its assumptions fail

**First-order transitions.** Let $b<0$ and add $cP^6/6$ with $c>0$. Then
$$U(P,0)=P^2\left(\frac{a_{LO}}2-\frac{|b|}4P^2+\frac c6P^4\right).$$
For $a_{LO}>0$ the bracket, a quadratic in $P^2$, becomes negative somewhere if its discriminant is positive: $b^2/16>a_{LO}c/3$. The polar state is therefore lowest for
$$a_{LO}<\frac{3b^2}{16c}.$$
Stationary points with $P\ne0$ obey $a_{LO}-|b|P^2+cP^4=0$, which has two distinct real roots for $a_{LO}<b^2/4c$. Up to that limit a polar state is at least metastable. An unstable LO mode is thus sufficient for persistence here, but not necessary.

**Polarisation-dependent $\epsilon_\infty$.** By inversion symmetry $\epsilon_\infty(P)=\epsilon_\infty(0)(1-gP^2+\dots)$, so
$$\frac{2\pi P^2}{\epsilon_\infty(P)}=\frac{2\pi P^2}{\epsilon_\infty(0)}+\frac{2\pi g}{\epsilon_\infty(0)}P^4+\dots$$
The quadratic term, and with it the LO instability, is unchanged. The quartic coefficient becomes $b+8\pi g/\epsilon_\infty(0)$. If this sum is negative and the total sixth-order coefficient is positive, the first-order case applies.

**Rotation into the plane.** In-plane polarisation of a wide film produces no depolarising field. Take an isotropic quartic term and an in-plane coefficient $a_x$:
$$U=\tfrac12a_xP_x^2+\tfrac12a_{LO}P_z^2+\tfrac14b(P_x^2+P_z^2)^2 .$$
At the normal state $P_z^2=-a_{LO}/b$ the curvature along $x$ is $a_x+bP_z^2=a_x-a_{LO}$. The state is stable only if $a_x>a_{LO}$. At fixed $P_x^2+P_z^2$ the energy is linear in $P_x^2$, so the same condition makes it the lowest uniform state. A cubic crystal has $a_x=a<a_{LO}$ and, with this isotropic quartic term, fails: its polarisation turns into the plane. Cubic symmetry also allows an anisotropic quartic term. The polarisation may then tilt and keep a normal component, or the normal state may be metastable. The purely normal state is still never the lowest, because turning the polarisation to a symmetry-equivalent direction away from the normal leaves $f$ unchanged and lowers the depolarisation energy. Uniaxial symmetry or strain must therefore supply the axis assumed in A2.

## Worked example in the regime of PbTe

The inputs are rough typical values for PbTe: lattice constant 0.646 nm, $Z^*=6$, $\epsilon_\infty=33$, TO wavenumber 32 cm⁻¹ and gap 0.3 eV. The cell volume is 0.0674 nm³ and the reduced mass 78.97 u. In SI the depolarisation coefficient is $1/(\varepsilon_0\epsilon_\infty)=3.422\times10^9$ m/F. The second term of Lemma 2, converted to a wavenumber, is
$$\tilde\nu_{th}=\frac1{2\pi c_0}\sqrt{\frac{Z^{*2}e^2}{\varepsilon_0\epsilon_\infty\mu\Omega}}=100.43\ \text{cm}^{-1},$$
with $c_0$ the speed of light. This is the dividing value of the opening. The squared LO wavenumbers follow by addition:

- PbTe: $32^2+100.43^2$ gives 105 cm⁻¹.
- First film: $-60^2+100.43^2$ gives 80.5 cm⁻¹, stable.
- Second film: $-130^2+100.43^2$ gives i82.5 cm⁻¹, unstable.

The formal static constants, 358, −59.5 and 13.3, agree with the proposition: among the two films with an unstable TO mode, only the second has a positive one.

With the chosen $b=7\times10^{10}$ J m⁵/C⁴, the second film has $a=-5.735\times10^9$ and $a_{LO}=-2.312\times10^9$ m/F, so
$$P_E=\sqrt{\frac{5.735\times10^9}{7\times10^{10}}}=0.286\ \text{C/m}^2,\qquad
P_D=\sqrt{\frac{2.312\times10^9}{7\times10^{10}}}=0.182\ \text{C/m}^2 .$$
These are the 29 and 18 µC/cm² of the opening. The ionic displacement falls from 0.020 to 0.013 nm.

**Does the film stay insulating?** The field is $P_D/(\varepsilon_0\epsilon_\infty)=6.2$ MV/cm. Across 5 nm it drops 3.1 V, ten times the gap. The valence edge at one surface then lies above the conduction edge at the other, and electrons can lower their energy by crossing. The drop equals the gap at a thickness of 0.48 nm, less than one lattice constant, where a continuum film has no meaning.

Tunnelling does not prevent the transfer. In a two-band model with edge mass $m=0.05\,m_e$, the energy $\varepsilon$ from midgap and momentum $p$ obey $\varepsilon^2=(E_g/2)^2+v^2p^2$, with $v^2=E_g/2m$. Inside the gap $|p|=\sqrt{(E_g/2)^2-\varepsilon^2}/v$. With $d\varepsilon=e|E|\,dx$, the exponent is
$$\frac2\hbar\int|p|\,dx=\frac{2}{\hbar ve|E|}\cdot\frac{\pi E_g^2}8=\frac{\pi E_g^2}{4\hbar ve|E|}=0.24,$$
the integral being the area of a half-disc of radius $E_g/2$. For this two-band model in an extended uniform field the exponential form holds even when the exponent is small. The exponent scales as $\sqrt m$. The PbTe masses depend on direction, and for $0.03$ to $0.3\,m_e$ the exponent runs from 0.18 to 0.58. In all these cases the gap is hardly a barrier.

If the bulk band edges decide, a film of thickness $t$ stays insulating at $D=0$ only while $P_D$ does not exceed $\varepsilon_0\epsilon_\infty E_g/(et)$, here 1.75 µC/cm². Since $-a_{LO}=bP_D^2$, the TO wavenumber must lie between $\tilde\nu_{th}$ and $\tilde\nu_{th}\sqrt{1+\varepsilon_0\epsilon_\infty bP_D^2}$ in magnitude. For 5 nm that is i100.4 to i100.7 cm⁻¹, a window 0.3 cm⁻¹ wide. Quantum confinement, neglected here, matters in so thin a film. It widens the gap and also raises the energy of carriers gathered at the surfaces, so the drop at which charge crosses can be several times $E_g/e$. The window grows roughly as the square of that drop, and it depends strongly on the mass normal to the film and on the boundary condition. For a 5 nm two-band film between hard walls, the gap falls below $k_BT$ at 300 K at a drop of about 1.8 V for $m=0.05\,m_e$ and about 2.3 V for $0.03\,m_e$, giving windows of about 10 and 17 cm⁻¹. For $0.3\,m_e$, near the heavy longitudinal mass of the anisotropic PbTe valleys, this happens below 1 V and the window stays under about 3 cm⁻¹. The second film, 30 cm⁻¹ beyond the threshold, lies outside the window in all three cases, though for light masses not by a wide margin.

The second film thus meets the lattice criterion and violates A1. Its polarisation does not vanish for that reason. Charge moved to the surfaces weakens the depolarising field, and the lattice obeys $f'(P)=E$. At $P_D$ the slope $f''=a+3bP_D^2=a-3a_{LO}$ is positive, so $P$ rises from 18 towards its short-circuit value of 29 µC/cm². What is lost is the condition $D=0$.

**Other neglected effects.** If $\epsilon_\infty$ is assumed to be 20 % lower at $P_E$, $P_D$ falls from 18.2 to 16.2 µC/cm². An assumed background of $10^{18}$ carriers per cm³ supplies $5\times10^{11}$ cm⁻² in 5 nm, against $P_D/e=1.1\times10^{14}$ cm⁻², and can compensate at most about 0.4 % of the lattice charge. The well is 8 meV deep per cell, below $k_BT=26$ meV at 300 K. Whether order survives at that temperature depends on the coupling between cells, which a uniform model does not contain. Finally, with an isotropic quartic term and the same charges, mass and $\epsilon_\infty$ in the plane, the squared in-plane TO frequency must lie above that of i82.5 cm⁻¹ to prevent rotation.

**Beside the real material.** PbTe has a stable TO mode and is not ferroelectric; the model LO wavenumber of 105 cm⁻¹ is close to the measured one, roughly 110 cm⁻¹. The value i130 cm⁻¹ is hypothetical and far from that of PbTe, and no claim is made that strain or alloying reaches it. The polarisations depend on the chosen $b$; the threshold does not. Short-circuited electrodes, or adsorbed charge of the compensating sign, break the condition $D=0$ and, in this model, move $P$ from 18 towards 29 µC/cm² as compensation becomes complete. For a film meant to stay polar and insulating without compensation, a large $\epsilon_\infty$ is therefore not enough: the potential drop $|E|t$ must also stay below the value at which charge crosses the film. That value is about $E_g/e$ when confinement is negligible and larger in films of a few nanometres. The rule also presupposes a uniform film. Stripe domains, excluded by A2, reduce the depolarisation energy. For the second film a rough Kittel estimate puts them below the uniform state for wall energies up to about 0.15 to 0.2 J/m² at 5 nm. This bound grows in proportion to the thickness, so in thicker films domains are the likely outcome. The numerical output lists the remaining values.

## Table of computed values

```
slab test: eps_inf = 10.194
slab test: curvature difference = 20.3668 (1/cell vol.)
slab test: 4 pi Z^2/eps_inf = 20.3668 (1/cell vol.)
3-mode trials, LO unstable / stable = 1669 / 331
input lattice constant = 0.646 nm, Born charge = 6.0 e
input eps_inf = 33.0, quartic b = 7.0e+10 J m^5/C^4
input gap = 0.3 eV, mass = 0.05 m_e
input film = 5.0 nm, carriers = 1e+18 cm^-3
cell volume = 0.06740 nm^3
reduced mass = 78.97 u
1/(eps0 eps_inf) = 3.422 1e9 m/F
threshold TO wavenumber = i100.43 cm^-1
[PbTe] TO = 32.0, LO = 105.4 cm^-1
[PbTe] a = 0.347, a_LO = 3.770 1e9 m/F
[PbTe] formal static eps = 358.0
[PbTe] P(E=0) = 0.00, P(D=0) = 0.00 uC/cm2
[weak] TO = i60.0, LO = 80.5 cm^-1
[weak] a = -1.222, a_LO = 2.201 1e9 m/F
[weak] formal static eps = -59.5
[weak] P(E=0) = 13.21, P(D=0) = 0.00 uC/cm2
[strong] TO = i130.0, LO = i82.5 cm^-1
[strong] a = -5.735, a_LO = -2.312 1e9 m/F
[strong] formal static eps = 13.3
[strong] P(E=0) = 28.62, P(D=0) = 18.17 uC/cm2
the lines below are for the strong case
total polarisation at D=0 = 0.551 uC/cm2
displacement at E=0 = 0.0201 nm
displacement at D=0 = 0.0127 nm
depolarising field = 6.22 MV/cm
potential drop over film = 3.11 V
thickness where drop equals gap = 0.48 nm
tunnelling exponent = 0.238
TO limit for insulating film = i100.74 cm^-1
width of that window = 0.32 cm^-1
P(D=0) at that limit = 1.75 uC/cm2
well depth = 8.03 meV/cell, kT(300 K) = 25.85 meV
background carriers = 5.00e+11 cm^-2
P(D=0)/e = 1.13e+14 cm^-2
assumed eps_inf drop at P(E=0) = 20 %
P(D=0) with falling eps_inf = 16.17 uC/cm2
in-plane TO must lie above i82.5 cm^-1 (in nu^2)
first-order limits a_LO c/b^2 = 0.1875, 0.2500
```
